# The inverted Hanle effect from random interface stray fields, part 1

(Sections cited here and not found follow in the second part.)

## Precession in a random field and its average over sites

A Hanle curve that is read as though the applied field were the only field at the spins can give two wrong answers at once. The width of the curve is taken as a measure of the spin lifetime, and its height as the full spin accumulation. In the contact worked out below, where the magnetic electrode has a slightly rough surface and is taken as uniformly magnetised, the first reading gives a lifetime of 0.12 ns when the true one is 1 ns, and the second finds 41 % of the accumulation. The missing 59 % has been removed by stray fields before any external field is applied. It can be recovered: a sufficiently strong external field parallel to the injected spins brings the accumulation back. This rise of the signal is the inverted Hanle effect.

Let a ferromagnetic electrode, magnetised along $x$, inject spins into localised electronic states next to the interface. An electron with dimensionless spin $\mathbf s$ in a magnetic field $\tilde{\mathbf B}_{\rm tot}$ has the energy $H=g\mu_B\tilde{\mathbf B}_{\rm tot}\cdot\mathbf s$, where $\mu_B$ is the Bohr magneton and $g>0$; the tilde marks fields in tesla. With $[s_j,s_i]=i\epsilon_{jik}s_k$, the equation of motion is

$$
\frac{ds_i}{dt}=\frac{i}{\hbar}[H,s_i]
=-\frac{g\mu_B}{\hbar}\epsilon_{jik}\tilde B_{{\rm tot},j}s_k
=\frac{g\mu_B}{\hbar}(\tilde{\mathbf B}_{\rm tot}\times\mathbf s)_i .
$$

The last step uses $\epsilon_{jik}=-\epsilon_{ijk}$. The mean spin $\mathbf S$ at a site therefore precesses with $\boldsymbol\omega=g\mu_B\tilde{\mathbf B}_{\rm tot}/\hbar$. Adding injection at the rate $G$ and loss with a single lifetime $\tau$ gives the Bloch equation

$$
\frac{d\mathbf S}{dt}=\boldsymbol\omega\times\mathbf S-\frac{\mathbf S}{\tau}+G\hat{\mathbf x}.
$$

The loss includes both spin relaxation and escape of the electron. The spin is assumed to stay at its site until it is lost, so that it feels one static field. The small spin polarisation that the field would produce in equilibrium is neglected, as are exchange with the electrode and hyperfine fields.

The difference between any two solutions obeys the same equation without the source. Precession does not change its length, so it decays as $e^{-t/\tau}$, and every initial state reaches the same steady state. To find it, write $\mathbf S=G\tau\mathbf P$ and $\boldsymbol\Omega=\boldsymbol\omega\tau$. Setting the time derivative to zero gives

$$
\mathbf P-\boldsymbol\Omega\times\mathbf P=\hat{\mathbf x}.
$$

The scalar product with $\boldsymbol\Omega$ removes the precession term and leaves $\boldsymbol\Omega\cdot\mathbf P=\Omega_x$. The vector product with $\boldsymbol\Omega$ from the left gives

$$
\boldsymbol\Omega\times\mathbf P
-\left[\boldsymbol\Omega(\boldsymbol\Omega\cdot\mathbf P)-\Omega^2\mathbf P\right]
=\boldsymbol\Omega\times\hat{\mathbf x}.
$$

Here the bracket is the expanded double product. The first term equals $\mathbf P-\hat{\mathbf x}$ by the steady equation, and $\boldsymbol\Omega\cdot\mathbf P$ is already known. Collecting the terms in $\mathbf P$ yields

$$
\mathbf P=\frac{\hat{\mathbf x}+\boldsymbol\Omega\times\hat{\mathbf x}+\Omega_x\boldsymbol\Omega}{1+\Omega^2}.
$$

The electrode detects the component along its own magnetisation. The vector product has no $x$ component, so the accumulation relative to its field-free value is

$$
R_{\rm loc}=P_x=\frac{1+\Omega_x^2}{1+\Omega^2}
=1-\frac{\Omega_y^2+\Omega_z^2}{1+\Omega^2}.
$$

If $\theta$ is the angle between the field and $x$, the same result reads

$$
R_{\rm loc}=\cos^2\theta+\frac{\sin^2\theta}{1+\Omega^2}.
$$

The spin component along the precession axis survives, and its projection back onto $x$ supplies the second factor $\cos\theta$. The component perpendicular to the axis is averaged away when the spin turns through many radians during its lifetime. A strong parallel external field helps because it turns the precession axis towards the injected spin, even though it makes the precession faster.

The electrical signal follows from the two spin channels of the tunnel contact. Let their conductances be $\mathcal G(1\pm P_T)/2$, with tunnel polarisation $P_T$, and let their electrochemical potentials in the semiconductor be $\pm\Delta\mu/2$. The total current is

$$
I=\frac{\mathcal G(1+P_T)}{2}\left(V-\frac{\Delta\mu}{2e}\right)
+\frac{\mathcal G(1-P_T)}{2}\left(V+\frac{\Delta\mu}{2e}\right)
=\mathcal G\left(V-\frac{P_T\Delta\mu}{2e}\right).
$$

At constant current the accumulation thus shifts the voltage by $P_T\Delta\mu/(2e)$. In linear response $\Delta\mu$ is proportional to $S_x$. If all sites have the same injection rate, lifetime and coupling to the electrode, the signal is proportional to the average of $R_{\rm loc}$ over sites.

It is now convenient to measure fields in units of

$$
B_1=\frac{\hbar}{g\mu_B\tau},
$$

the field in which a spin turns through one radian in a time $\tau$. Then $\boldsymbol\Omega$ is simply the total field, $\boldsymbol\Omega=\mathbf B+\mathbf b$, where $\mathbf B$ is the applied field and $\mathbf b$ the stray field of the site. The electrode's magnetisation is taken as rigid, so that the pattern of stray fields does not depend on $\mathbf B$. Averages over sites are written $\langle\cdots\rangle$. For an applied field $B$ along $x$,

$$
R_\parallel(B)=1-\left\langle
\frac{b_y^2+b_z^2}{1+(B+b_x)^2+b_y^2+b_z^2}\right\rangle .
$$

At $B=0$ the accumulation is suppressed unless the transverse stray field vanishes at practically every site. At any site with a finite stray field, the fraction inside the average tends to zero as $|B|\to\infty$. It also lies between zero and one for all $B$. A bounded quantity that tends to zero at each site has an average that tends to zero, by dominated convergence, and therefore

$$
\lim_{|B|\to\infty}R_\parallel(B)=1 .
$$

This restoration requires no particular distribution of stray fields.

A small parallel field need not help, however. At a given site the numerator of the fraction is fixed, and the signal rises above its zero-field value if the denominator grows, that is, if

$$
(B+b_x)^2-b_x^2=B(B+2b_x)>0 .
$$

Where $b_x$ opposes the applied field, the signal is lowered as long as $|B|<2|b_x|$, because the total longitudinal field, which protects the spin, is then weaker than it was without the applied field. This loss can outweigh the gain at other sites. Suppose that $b_x=\pm b_0$ with equal probability and that the transverse field has the fixed magnitude $b_t$. With $c=1+b_t^2$ and $F(u)=1/(c+u^2)$,

$$
R_\parallel(B)=1-\frac{b_t^2}{2}\left[F(B+b_0)+F(B-b_0)\right].
$$

Two differentiations give

$$
F'(u)=-\frac{2u}{(c+u^2)^2},\qquad
F''(u)=\frac{-2(c+u^2)+8u^2}{(c+u^2)^3}=\frac{6u^2-2c}{(c+u^2)^3}.
$$

Since $F$ is even, the terms linear in $B$ cancel, and for small $B$

$$
R_\parallel(B)-R_\parallel(0)\simeq-\frac{b_t^2B^2}{2}F''(b_0).
$$

The signal first falls if $3b_0^2>1+b_t^2$. With $b_0=3$ and $b_t=1$, for example, it starts at 0.909, has dropped to 0.737 at $B=3$, and reaches 0.9999 at $B=100$.

A steady rise from zero field can be proved when the three components of $\mathbf b$ are independent Gaussian variables with zero mean and variances $\sigma_x^2,\sigma_y^2,\sigma_z^2$. The denominator is first moved into an exponent by the identity

$$
\frac1A=\int_0^\infty e^{-sA}\,ds,\qquad A>0 .
$$

The integrand is positive, so the average over sites may be taken before the integral over $s$. For one Gaussian component with variance $\sigma^2$, define $D=1+2s\sigma^2$. Completing the square gives

$$
\frac{b^2}{2\sigma^2}+s(B+b)^2
=\frac{D}{2\sigma^2}\left(b+\frac{2s\sigma^2B}{D}\right)^2+\frac{sB^2}{D}.
$$

The remainder is $sB^2-2s^2\sigma^2B^2/D=sB^2(D-2s\sigma^2)/D=sB^2/D$, as stated. The shifted Gaussian has the variance $\sigma^2/D$ in place of $\sigma^2$, so its integral contributes a factor $D^{-1/2}$:

$$
\left\langle e^{-s(B+b)^2}\right\rangle=\frac{e^{-sB^2/D}}{\sqrt D},\qquad
\left\langle b^2e^{-sb^2}\right\rangle=-\frac{d}{ds}D^{-1/2}=\frac{\sigma^2}{D^{3/2}} .
$$

The second average is minus the $s$ derivative of the first at $B=0$. With $D_i=1+2s\sigma_i^2$, the two terms $b_y^2$ and $b_z^2$ in the numerator give

$$
R_\parallel(B)=1-\int_0^\infty ds\,
\frac{e^{-s-sB^2/D_x}}{\sqrt{D_xD_yD_z}}
\left(\frac{\sigma_y^2}{D_y}+\frac{\sigma_z^2}{D_z}\right).
$$

The field now appears in one place, in a decreasing exponential that multiplies positive factors. Hence $R_\parallel$ rises steadily with $B^2$ for this distribution.

For comparison, let the applied field point along $z$, perpendicular to the injected spins. The local formula gives

$$
R_\perp(B)=\left\langle\frac{1+b_x^2}{1+b_x^2+b_y^2+(B+b_z)^2}\right\rangle .
$$

The same Gaussian averages apply, with the field now attached to the $z$ component:

$$
R_\perp(B)=\int_0^\infty ds\,
\frac{e^{-s-sB^2/D_z}}{\sqrt{D_xD_yD_z}}
\left(1+\frac{\sigma_x^2}{D_x}\right).
$$

This curve falls steadily to zero. Both curves start from the same value $R(0)$. The ordinary Hanle amplitude is $R(0)$ and the inverted amplitude is $1-R(0)$, so their sum is the full accumulation. Within this model, therefore, the accumulation is found by adding the two amplitudes, without knowledge of the stray fields.

The widths behave differently in two limits. If the stray fields are weak, $\sigma_i\ll1$, they may be dropped from the denominators, and

$$
R_\parallel(B)\simeq1-\frac{\sigma_y^2+\sigma_z^2}{1+B^2},\qquad
R_\perp(B)\simeq\frac1{1+B^2}.
$$

Both curves then have the half width $B=1$, or $B_1$ in tesla, and either width gives the lifetime. If the stray fields are strong, $\sigma_i\gg1$, the terms equal to one can be dropped instead, and

$$
R_\parallel\simeq\left\langle\frac{(B+b_x)^2}{|\mathbf B+\mathbf b|^2}\right\rangle .
$$

This expression does not change when all fields are multiplied by a common factor. The lifetime has disappeared, and the width is set by the stray fields. The same holds for $R_\perp$ as long as it is large compared with the discarded terms.

When the three variances are equal to $\sigma^2$, the value at zero field has a closed form. By symmetry $\langle b_x^2/(1+b^2)\rangle$ is one third of $\langle b^2/(1+b^2)\rangle$, so with $J=\langle1/(1+b^2)\rangle$

$$
R(0)=J+\frac{1-J}{3}=\frac13+\frac23J .
$$

Put $b=\sigma r$ and $a=1/\sigma$. The length $r$ has the density $\sqrt{2/\pi}\,r^2e^{-r^2/2}$. Writing $r^2/(r^2+a^2)=1-a^2/(r^2+a^2)$ gives

$$
J=a^2\left[1-a^2\sqrt{\frac2\pi}\,K\right],\qquad
K=\int_0^\infty\frac{e^{-r^2/2}}{r^2+a^2}\,dr .
$$

To evaluate $K$, let $L(p)=\int_0^\infty e^{-p(r^2+a^2)}/(r^2+a^2)\,dr$. Then $K=e^{a^2/2}L(1/2)$, while $L'(p)=-\tfrac12\sqrt{\pi/p}\,e^{-pa^2}$ and $L(\infty)=0$. Integrating with $p=v^2/a^2$ gives

$$
L(1/2)=\frac{\sqrt\pi}{a}\int_{a/\sqrt2}^\infty e^{-v^2}dv
=\frac{\pi}{2a}\,{\rm erfc}\!\left(\frac a{\sqrt2}\right),
$$

and therefore

$$
R(0)=\frac13+\frac{2a^2}{3}\left[1-\sqrt{\frac\pi2}\,a\,e^{a^2/2}\,
{\rm erfc}\!\left(\frac a{\sqrt2}\right)\right].
$$

For strong isotropic stray fields $a\to0$, and one third of the accumulation survives. This is the mean of $\cos^2\theta$ over all directions.

## Rough electrodes, moving electrons and the measured curves

The second half uses these results. Fields without a tilde are in units of $B_1=\hbar/(g\mu_B\tau)$, where $\tau$ is the spin lifetime, and $\tilde B=B_1B$ is the same field in tesla. Spins are injected and detected along $x$, and $\mathbf b$ is the stray field, with variances $\sigma_i^2$. The relative accumulation is $R_\parallel$ for an applied field along $x$ and $R_\perp$ for one along $z$, normal to the interface. Both equal $R(0)$ at zero field; $R_\parallel$ rises to 1 and $R_\perp$ falls to 0. The local accumulation is the $x$ component of the vector $\mathbf P$, which solves $\mathbf P-\boldsymbol\Omega\times\mathbf P=\hat{\mathbf x}$ with $\boldsymbol\Omega=\mathbf B+\mathbf b$.

The high-field end of the parallel curve measures the stray field directly. Multiply the lost fraction by $B^2$:

$$
B^2(1-R_\parallel)=\left\langle
\frac{B^2(b_y^2+b_z^2)}{1+(B+b_x)^2+b_y^2+b_z^2}\right\rangle .
$$

At each site the expression in the average tends to $b_y^2+b_z^2$ as $B$ grows. The limit may be taken inside the average because $B^2\le2(B+b_x)^2+2b_x^2$, which keeps the expression below $(b_y^2+b_z^2)(2+2b_x^2)$, and this has a finite Gaussian mean. In tesla the common factor $B_1^2$ cancels:

$$
1-R_\parallel\simeq\frac{\tilde\sigma_y^2+\tilde\sigma_z^2}{\tilde B^2}.
$$

The lifetime does not enter this leading term. Its use requires an applied field that is large compared with both $B_1$ and the stray fields.

The variances themselves follow from the shape of the electrode. Let the metal fill the region $z>h(x,y)$ with uniform magnetisation $M\hat{\mathbf x}$. Its outward surface element points downwards and equals $(\partial_xh,\partial_yh,-1)\,dx\,dy$. The magnetic surface charge per unit area of the mean plane is therefore $M\partial_xh$: a flat surface has none. To leading order in the slope, this charge may be placed on the plane $z=0$. Describe the roughness by many waves of one wavenumber $q$, with random phases and uniformly distributed directions,

$$
h=\sum_jh_j\cos\psi_j,\qquad
\psi_j=q(x\cos\theta_j+y\sin\theta_j)+\phi_j,\qquad
h_{\rm rms}^2=\frac12\sum_jh_j^2 .
$$

The charge density is $-Mq\sum_jh_j\cos\theta_j\sin\psi_j$. Away from the plane the magnetic potential $\Phi$, defined by $\mathbf H=-\nabla\Phi$, obeys Laplace's equation, so each wave decays as $e^{-q|z|}$. For an amplitude $C$ at the plane, $H_z$ is $qC$ just above and $-qC$ just below. The jump $2qC$ must equal the charge density, and therefore

$$
\Phi=-\frac M2e^{-q|z|}\sum_jh_j\cos\theta_j\sin\psi_j .
$$

At the depth $d$ below the plane, $z=-d$ and $\tilde{\mathbf b}=-\mu_0\nabla\Phi$. With $\beta=\tfrac12\mu_0Mq\,e^{-qd}$, the components are

$$
\begin{aligned}
\tilde b_x&=\beta\sum_jh_j\cos^2\theta_j\cos\psi_j,\\
\tilde b_y&=\beta\sum_jh_j\cos\theta_j\sin\theta_j\cos\psi_j,\\
\tilde b_z&=\beta\sum_jh_j\cos\theta_j\sin\psi_j .
\end{aligned}
$$

The accumulation at fixed sites is now known for parallel and perpendicular applied fields, and the stray field of a rough, uniformly magnetised electrode has been written as a sum over waves. What remains is to find the variances of that field, work through an example, and examine what changes when the electrons move or the magnetisation is not rigid.

Numerical values quoted here were computed with a short program.
